# Yamaguchi's estimator of magnetic coupling from broken-symmetry and high-spin energies: test program

```python
"""Test of Yamaguchi's estimator for H = E0 - 2 J S_A.S_B (J < 0: antiferromagnetic):
    J_Y = (E_BS - E_HS) / (<S^2>_HS - <S^2>_BS)
BS: broken-symmetry determinant, HS: high-spin determinant.
Lattice models: t hopping, U on-site repulsion, K direct intersite exchange,
JH Hund exchange between two orbitals of one site; all energies in eV.
s is the overlap of the two magnetic orbitals of a two-electron BS state.
Exact levels come from diagonalization in the full Fock space of each model.
"""
from functools import reduce
import numpy as np
from scipy.optimize import minimize
from scipy.constants import e, h, c

EV_TO_CM = e / (h * c) / 100.0


def spin_matrices(spin):
    m = np.arange(spin, -spin - 1, -1)
    plus = np.diag(np.sqrt(spin * (spin + 1) - m[1:] * (m[1:] + 1)), 1)
    return np.diag(m), plus


def build_model(one_body, eri):
    """Hamiltonian and spin operators in Fock space; eri is (pq|rs)."""
    n = len(one_body)
    lower, parity, unit = np.array([[0., 1.], [0., 0.]]), np.diag([1., -1.]), np.eye(2)
    ann = np.array([reduce(np.kron, [parity] * k + [lower] + [unit] * (2 * n - k - 1))
                    for k in range(2 * n)])
    cre = ann.transpose(0, 2, 1).copy()
    hop = [[cre[p] @ ann[q] + cre[n + p] @ ann[n + q] for q in range(n)]
           for p in range(n)]
    ham = sum(one_body[p, q] * hop[p][q] for p in range(n) for q in range(n))
    for p, q, r, u in np.argwhere(eri != 0):
        term = hop[p][q] @ hop[r][u]
        if q == r:
            term = term - hop[p][u]
        ham = ham + 0.5 * eri[p, q, r, u] * term
    n_up = sum(cre[p] @ ann[p] for p in range(n))
    n_down = sum(cre[n + p] @ ann[n + p] for p in range(n))
    sz = 0.5 * (n_up - n_down)
    s_plus = sum(cre[p] @ ann[n + p] for p in range(n))
    s2 = s_plus.T @ s_plus + sz @ sz + sz
    return dict(n=n, cre=cre, H=ham, S2=s2, sz=np.diag(sz), N=np.diag(n_up + n_down))


def one_orbital_dimer(t, U, K):
    eri = np.zeros((2,) * 4)
    for p in range(2):
        eri[p, p, p, p] = U
        q = 1 - p
        eri[p, q, p, q] = eri[p, q, q, p] = K
    return build_model(np.array([[0., -t], [-t, 0.]]), eri)


def two_orbital_dimer(t, U, JH):
    """Orbitals 0,1 on site A and 2,3 on site B; hopping 0-2 and 1-3."""
    one_body, eri = np.zeros((4, 4)), np.zeros((4,) * 4)
    for p, q in ((0, 2), (1, 3)):
        one_body[p, q] = one_body[q, p] = -t
    for p in range(4):
        eri[p, p, p, p] = U
    for p, q in ((0, 1), (1, 0), (2, 3), (3, 2)):
        eri[p, p, q, q] = U - 2 * JH
        eri[p, q, p, q] = eri[p, q, q, p] = JH
    return build_model(one_body, eri)


def determinant(model, up, down):
    n, cre = model["n"], model["cre"]
    state = np.zeros(cre.shape[1])
    state[0] = 1.0
    for orbital in down.T:
        state = orbital @ (cre[n:] @ state)
    for orbital in up.T:
        state = orbital @ (cre[:n] @ state)
    return state


def mean(operator, state):
    return state @ operator @ state


def estimate(model):
    """Minimize the BS energy over all real orbital rotations, then form J_Y."""
    n = model["n"]
    k = n // 2

    def orbitals(x):
        a, b = x[:k * k].reshape(k, k), x[k * k:].reshape(k, k)
        return (np.linalg.qr(np.vstack([np.eye(k), a]))[0],
                np.linalg.qr(np.vstack([b, np.eye(k)]))[0])

    def energy(x):
        return mean(model["H"], determinant(model, *orbitals(x)))

    fit = minimize(energy, np.zeros(2 * k * k), method="BFGS", jac="3-point",
                   options={"gtol": 1e-8})
    assert np.max(np.abs(fit.jac)) < 1e-6
    up, down = orbitals(fit.x)
    bs = determinant(model, up, down)
    hs = determinant(model, np.eye(n), np.zeros((n, 0)))
    out = dict(bs=bs, E_BS=mean(model["H"], bs), E_HS=mean(model["H"], hs),
               S2_BS=mean(model["S2"], bs), S2_HS=mean(model["S2"], hs))
    overlap = up.T @ down
    out["s"] = abs(overlap[0, 0]) if k == 1 else np.sqrt(np.sum(overlap**2) / k)
    # determinant formula for <S^2> against the operator expectation value
    assert abs(out["S2_BS"] - (k - np.sum(overlap**2))) < 1e-10
    assert abs(out["S2_HS"] - k * (k + 1)) < 1e-10
    out["J"] = (out["E_BS"] - out["E_HS"]) / (out["S2_HS"] - out["S2_BS"])
    return out


def exact_levels(model):
    """Lowest exact energy for each total spin, half filling, Sz = 0."""
    index = np.where((np.abs(model["N"] - model["n"]) < 1e-9)
                     & (np.abs(model["sz"]) < 1e-9))[0]
    values, vectors = np.linalg.eigh(model["H"][np.ix_(index, index)])
    s2 = model["S2"][np.ix_(index, index)]
    levels = {}
    for value, vector in zip(values, vectors.T):
        spin = int(round((np.sqrt(1 + 4 * mean(s2, vector)) - 1) / 2))
        levels.setdefault(spin, value)
    return levels


# Pure Heisenberg pair with unequal spins
SA, SB, J_IN = 1.0, 1.5, -0.01
za, pa = spin_matrices(SA)
zb, pb = spin_matrices(SB)
ia, ib = np.eye(len(za)), np.eye(len(zb))
dot = np.kron(za, zb) + 0.5 * (np.kron(pa, pb.T) + np.kron(pa.T, pb))
H_pair = -2 * J_IN * dot
Sz_pair = np.kron(za, ib) + np.kron(ia, zb)
Sp_pair = np.kron(pa, ib) + np.kron(ia, pb)
S2_pair = Sp_pair.T @ Sp_pair + Sz_pair @ Sz_pair + Sz_pair
hs_pair = np.kron(ia[0], ib[0])
bs_pair = np.kron(ia[0], ib[-1])
mixed = np.random.default_rng(4).normal(size=len(H_pair))
mixed /= np.linalg.norm(mixed)
for trial in (bs_pair, mixed):
    J_trial = ((mean(H_pair, trial) - mean(H_pair, hs_pair))
               / (mean(S2_pair, hs_pair) - mean(S2_pair, trial)))
    assert abs(J_trial - J_IN) < 1e-12
S2_bs_pair, S2_hs_pair = mean(S2_pair, bs_pair), mean(S2_pair, hs_pair)
assert abs(S2_bs_pair - ((SA - SB)**2 + SA + SB)) < 1e-12
assert abs(S2_hs_pair - S2_bs_pair - 4 * SA * SB) < 1e-12
pair_levels = np.unique(np.round(np.linalg.eigvalsh(H_pair), 10))
assert np.allclose(np.diff(pair_levels), [-2 * J_IN * 1.5, -2 * J_IN * 2.5], atol=1e-9)
print(f"Heisenberg pair: S_A = {SA}, S_B = {SB}, input J = {J_IN} eV")
print(f"  <S^2>_HS = {S2_hs_pair:.4f}, <S^2>_BS = {S2_bs_pair:.4f}")
print("  levels (eV):", " ".join(f"{x:.4f}" for x in pair_levels))

# Two-electron dimers
for name, t, U, K in (("antiferromagnetic", 0.25, 4., 0.),
                      ("ferromagnetic", 0.25, 4., 0.05),
                      ("strong overlap", 1., 3., 0.)):
    model = one_orbital_dimer(t, U, K)
    r, levels = estimate(model), exact_levels(model)
    gap = levels[0] - levels[1]
    s = 2 * t / (U + 2 * K)
    assert abs(r["s"] - s) < 1e-6
    assert abs(r["E_BS"] + 2 * t**2 / (U + 2 * K)) < 1e-9
    assert abs(r["E_HS"] + K) < 1e-12 and abs(levels[1] + K) < 1e-10
    assert abs(r["J"] - (K - 2 * t**2 / (U + 2 * K)) / (1 + s**2)) < 1e-8
    assert abs(gap - (2 * K + U / 2 - np.sqrt(U**2 / 4 + 4 * t**2))) < 1e-10
    singlet = r["bs"] - model["S2"] @ r["bs"] / 2
    singlet /= np.linalg.norm(singlet)
    projected_gap = mean(model["H"], singlet) - r["E_HS"]
    assert abs(2 * r["J"] - projected_gap) < 1e-10
    assert 2 * r["J"] >= gap - 1e-10
    assert np.sign(r["J"]) == np.sign(gap)
    difference = r["E_BS"] - r["E_HS"]
    print(f"Dimer, {name}: t = {t}, U = {U}, K = {K} eV")
    print(f"  s = {r['s']:.5f}, <S^2>_BS = {r['S2_BS']:.5f}, <S^2>_HS = {r['S2_HS']:.5f}")
    print(f"  E_BS = {r['E_BS']:.6f} eV, E_HS = {r['E_HS']:.6f} eV")
    print(f"  E_BS - E_HS = {difference:.6f} eV, denominator = {r['S2_HS'] - r['S2_BS']:.5f}")
    print(f"  J_Y = {r['J']:.6f} eV = {r['J'] * EV_TO_CM:.2f} cm^-1")
    print(f"  exact (E_S - E_T)/2 = {gap / 2:.6f} eV = {gap / 2 * EV_TO_CM:.2f} cm^-1")
    print(f"  fixed denominator 1: {difference:.6f} eV; 2: {difference / 2:.6f} eV")

# Leading error at small t/U, and the closed-shell limit
t, U = 0.03, 1.0
model = one_orbital_dimer(t, U, 0.)
levels = exact_levels(model)
error_ratio = (2 * estimate(model)["J"] - levels[0] + levels[1]) / (64 * t**6 / U**5)
assert abs(error_ratio - 1) < 0.03  # next order in (t/U)^2 is about 1.4 percent
print(f"Error of 2J_Y over 64 t^6/U^5 at t/U = {t / U:.2f}: {error_ratio:.4f}")
t, U = 1.0, 1.0
r = estimate(one_orbital_dimer(t, U, 0.))
assert abs(r["S2_BS"]) < 1e-8 and abs(r["J"] - (-2 * t + U / 2) / 2) < 1e-8
print(f"Closed-shell limit, t = {t}, U = {U} eV: s = {r['s']:.5f}, J_Y = {r['J']:.5f} eV")

# Two spin-1 sites
U, JH = 4.0, 0.5
relative_errors = []
for t in (0.25, 0.125):
    model = two_orbital_dimer(t, U, JH)
    r, levels = estimate(model), exact_levels(model)
    assert np.max(np.abs(model["H"] @ model["S2"] - model["S2"] @ model["H"])) < 1e-9
    assert abs(levels[2] - r["E_HS"]) < 1e-9
    weights, projected_J = {}, {}
    for spin in (0, 1, 2):
        part = r["bs"]
        for other in {0, 1, 2} - {spin}:
            shift = other * (other + 1)
            part = (model["S2"] @ part - shift * part) / (spin * (spin + 1) - shift)
        weights[spin] = part @ part
        if spin < 2:
            projected_J[spin] = ((mean(model["H"], part) / weights[spin] - r["E_HS"])
                                 / (6 - spin * (spin + 1)))
    assert abs(sum(weights.values()) - 1) < 1e-10
    g = {0: 6 * weights[0], 1: 4 * weights[1]}
    exact_J = {0: (levels[0] - levels[2]) / 6, 1: (levels[1] - levels[2]) / 4}
    average = sum(g[k] * projected_J[k] for k in g) / sum(g.values())
    exact_average = sum(g[k] * exact_J[k] for k in g) / sum(g.values())
    assert abs(average - r["J"]) < 1e-10
    assert r["J"] >= exact_average - 1e-10
    relative_errors.append(abs(r["J"] / exact_average - 1))
    leading = -t**2 / (U + JH)
    print(f"Spin-1 dimer: t = {t}, U = {U}, JH = {JH} eV")
    print(f"  E_BS = {r['E_BS']:.6f} eV, E_HS = {r['E_HS']:.6f} eV")
    print(f"  <S^2>_BS = {r['S2_BS']:.5f}, <S^2>_HS = {r['S2_HS']:.5f}")
    print("  weights S=0,1,2:", " ".join(f"{weights[k]:.5f}" for k in (0, 1, 2)))
    print(f"  projected J'_0 = {projected_J[0]:.7f}, J'_1 = {projected_J[1]:.7f} eV")
    print(f"  J_Y = {r['J']:.7f} eV = {r['J'] * EV_TO_CM:.3f} cm^-1")
    print(f"  exact (E0-E2)/6 = {exact_J[0]:.7f}, (E1-E2)/4 = {exact_J[1]:.7f} eV")
    print(f"  exact (E0-E1)/2 = {(levels[0] - levels[1]) / 2:.7f} eV")
    print(f"  exact mean, same weights = {exact_average:.7f} eV; -t^2/(U+JH) = {leading:.7f} eV")
    print(f"  relative error of J_Y against exact mean = {100 * relative_errors[-1]:.4f} %")
assert abs(r["J"] / leading - 1) < 0.02  # corrections scale as (t/U)^2
assert relative_errors[1] < relative_errors[0] / 3
print("PASS")
```

Running it gives:

```
Heisenberg pair: S_A = 1.0, S_B = 1.5, input J = -0.01 eV
  <S^2>_HS = 8.7500, <S^2>_BS = 2.7500
  levels (eV): -0.0500 -0.0200 0.0300
Dimer, antiferromagnetic: t = 0.25, U = 4.0, K = 0.0 eV
  s = 0.12500, <S^2>_BS = 0.98438, <S^2>_HS = 2.00000
  E_BS = -0.031250 eV, E_HS = 0.000000 eV
  E_BS - E_HS = -0.031250 eV, denominator = 1.01562
  J_Y = -0.030769 eV = -248.17 cm^-1
  exact (E_S - E_T)/2 = -0.030776 eV = -248.23 cm^-1
  fixed denominator 1: -0.031250 eV; 2: -0.015625 eV
Dimer, ferromagnetic: t = 0.25, U = 4.0, K = 0.05 eV
  s = 0.12195, <S^2>_BS = 0.98513, <S^2>_HS = 2.00000
  E_BS = -0.030488 eV, E_HS = -0.050000 eV
  E_BS - E_HS = 0.019512 eV, denominator = 1.01487
  J_Y = 0.019226 eV = 155.07 cm^-1
  exact (E_S - E_T)/2 = 0.019224 eV = 155.05 cm^-1
  fixed denominator 1: 0.019512 eV; 2: 0.009756 eV
Dimer, strong overlap: t = 1.0, U = 3.0, K = 0.0 eV
  s = 0.66667, <S^2>_BS = 0.55556, <S^2>_HS = 2.00000
  E_BS = -0.666667 eV, E_HS = 0.000000 eV
  E_BS - E_HS = -0.666667 eV, denominator = 1.44444
  J_Y = -0.461538 eV = -3722.56 cm^-1
  exact (E_S - E_T)/2 = -0.500000 eV = -4032.77 cm^-1
  fixed denominator 1: -0.666667 eV; 2: -0.333333 eV
Error of 2J_Y over 64 t^6/U^5 at t/U = 0.03: 0.9858
Closed-shell limit, t = 1.0, U = 1.0 eV: s = 1.00000, J_Y = -0.75000 eV
Spin-1 dimer: t = 0.25, U = 4.0, JH = 0.5 eV
  E_BS = 4.944444 eV, E_HS = 5.000000 eV
  <S^2>_BS = 1.97531, <S^2>_HS = 6.00000
  weights S=0,1,2: 0.33750 0.49992 0.16258
  projected J'_0 = -0.0138868, J'_1 = -0.0137195 eV
  J_Y = -0.0138037 eV = -111.334 cm^-1
  exact (E0-E2)/6 = -0.0141510, (E1-E2)/4 = -0.0137215 eV
  exact (E0-E1)/2 = -0.0150100 eV
  exact mean, same weights = -0.0139376 eV; -t^2/(U+JH) = -0.0138889 eV
  relative error of J_Y against exact mean = 0.9610 %
Spin-1 dimer: t = 0.125, U = 4.0, JH = 0.5 eV
  E_BS = 4.986111 eV, E_HS = 5.000000 eV
  <S^2>_BS = 1.99383, <S^2>_HS = 6.00000
  weights S=0,1,2: 0.33437 0.50000 0.16564
  projected J'_0 = -0.0034722, J'_1 = -0.0034615 eV
  J_Y = -0.0034669 eV = -27.962 cm^-1
  exact (E0-E2)/6 = -0.0034895, (E1-E2)/4 = -0.0034616 eV
  exact (E0-E1)/2 = -0.0035452 eV
  exact mean, same weights = -0.0034755 eV; -t^2/(U+JH) = -0.0034722 eV
  relative error of J_Y against exact mean = 0.2492 %
PASS
```
